# Optimal Histogram Width for a Gaussian Implant Profile

## 1. Three histograms of the same ions

A Monte Carlo calculation follows 10 000 ions into a solid and records the depth at which each one stops. The depths are Gaussian, with mean 300 nm and standard deviation 70 nm. Sorted into bins 11.34 nm wide, they give a depth profile with a certain mean squared error. With bins half as wide the error is 1.43 times as large, and with bins twice as wide it is 1.68 times as large. Each run bins the same ions in all three ways, and these factors compare errors averaged over many runs. In a single run the ratios scatter: nine times out of ten they lie between about 1.1 and 1.9 for the narrow bins and between about 1.3 and 2.2 for the wide ones.

Two errors compete. A narrow bin catches few ions, so its count fluctuates. A wide bin replaces a sloping profile by its average. These notes derive both errors and the width at which their sum is least,

$$h_*=(24\sqrt\pi)^{1/3}\,\sigma N^{-1/3}\approx 3.49\,\sigma N^{-1/3}.$$

Here $N$ is the number of ions and $\sigma$ the standard deviation of depth. The result holds for large $N$ and for the error measure defined next.

## 2. The estimate and its error

Let $f(x)$ be the probability density of stopping depth, in 1/nm:

$$f(x)=\frac{1}{\sqrt{2\pi}\,\sigma}\,e^{-(x-R_p)^2/2\sigma^2}.$$

The ion histories are independent and carry equal weight. The Gaussian extends over all $x$; the small part beyond the surface at $x=0$ is sized in section 10.

Bins of equal width $h$ cover the axis. Bin $k$ has centre $c_k$, receives $n_k$ ions, and has probability

$$p_k=\int_{c_k-h/2}^{c_k+h/2} f(x)\,dx .$$

Throughout bin $k$ the density is estimated by the constant $\hat f(x)=n_k/(Nh)$. The quality of the histogram is measured by the mean integrated squared error,

$$\mathrm{MISE}=\int E\big[(\hat f(x)-f(x))^2\big]\,dx ,$$

where $E$ is the average over repeated simulations. For any function $g$, write $R(g)=\int g^2\,dx$.

At a fixed depth, insert the mean $E\hat f$:

$$\hat f-f=(\hat f-E\hat f)+(E\hat f-f).$$

The second bracket is not random, and the first has zero average, so the cross term vanishes on squaring and averaging:

$$E[(\hat f-f)^2]=\mathrm{Var}\,\hat f+(E\hat f-f)^2 .$$

The first term is the counting noise, the second the squared bias.

## 3. Counting noise

Each ion lands in bin $k$ with probability $p_k$. Its contribution to $n_k$ is 1 or 0, with mean $p_k$ and variance $p_k-p_k^2$. For $N$ independent ions the means and variances add:

$$E\,n_k=Np_k,\qquad \mathrm{Var}\,n_k=Np_k(1-p_k).$$

Hence $\mathrm{Var}\,\hat f=p_k(1-p_k)/(Nh^2)$ in bin $k$. Integration over the bin multiplies this by $h$. Summing over bins, with $\sum_k p_k=1$, gives

$$V=\frac{1}{Nh}-\frac{S}{N},\qquad S=\frac1h\sum_k p_k^2 .$$

For narrow bins $p_k\approx hf(c_k)$, so $S\approx\sum_k h f(c_k)^2\approx R(f)$. The second term is then $-R(f)/N$, which does not depend on $h$ at leading order. It shifts the error but not the position of the minimum.

## 4. Bias from averaging over a bin

Since $E\hat f=p_k/h$, the squared bias integrated over one bin is

$$\int_{\rm bin}\Big(\frac{p_k}{h}-f\Big)^2dx=\frac{p_k^2}{h}-\frac{2p_k}{h}\,p_k+\int_{\rm bin}f^2dx=\int_{\rm bin}f^2dx-\frac{p_k^2}{h}.$$

The sum over bins is $B=R(f)-S$. This holds for any width, but it hides the dependence on $h$. To expose it, set $x=c_k+t$ and expand about the centre:

$$f(c_k+t)=f+f't+\tfrac12f''t^2+\dots$$

with derivatives taken at $c_k$. In the bin average the linear term cancels, and the average of $t^2$ is $h^2/12$, so

$$\frac{p_k}{h}=f+\frac{h^2}{24}f''+\dots$$

The bias at position $t$ is therefore

$$\frac{p_k}{h}-f(c_k+t)=-f't+f''\Big(\frac{h^2}{24}-\frac{t^2}{2}\Big)+\dots$$

The first term is of order $h$: a flat step cannot follow a slope. Its square integrates to

$$f'^2\int_{-h/2}^{h/2}t^2dt=\frac{h^3}{12}f'^2 .$$

The cross term between slope and curvature is odd in $t$ and integrates to zero, so the next contributions are of order $h^5$ per bin. Summing over bins turns $\sum_k h f'(c_k)^2$ into an integral:

$$B\approx\frac{h^2}{12}R(f').$$

## 5. The Gaussian integrals

Put $u=x-R_p$. The squared density is $f^2=e^{-u^2/\sigma^2}/(2\pi\sigma^2)$, and the integrals needed are

$$\int e^{-u^2/\sigma^2}du=\sqrt\pi\,\sigma,\qquad \int u^2e^{-u^2/\sigma^2}du=\tfrac12\sqrt\pi\,\sigma^3 .$$

The first gives

$$R(f)=\frac{\sqrt\pi\,\sigma}{2\pi\sigma^2}=\frac{1}{2\sqrt\pi\,\sigma}.$$

Since $f'=-(u/\sigma^2)f$, the second gives

$$R(f')=\frac{1}{\sigma^4}\,\frac{1}{2\pi\sigma^2}\,\frac{\sqrt\pi\,\sigma^3}{2}=\frac{1}{4\sqrt\pi\,\sigma^3}.$$

A narrow profile is steep, which is why, at fixed bin width, its integrated squared bias varies as $\sigma^{-3}$.

## 6. The minimum

The part of the error that depends on $h$ at leading order is

$$A(h)=\frac{1}{Nh}+\frac{h^2}{12}R(f').$$

Setting its derivative to zero,

$$-\frac{1}{Nh^2}+\frac{h}{6}R(f')=0\quad\Longrightarrow\quad h_*^3=\frac{6}{N\,R(f')} .$$

The second derivative, $2/(Nh^3)+R(f')/6$, is positive for every $h>0$, so this is the single minimum of $A$. Inserting the Gaussian value of $R(f')$,

$$h_*^3=\frac{24\sqrt\pi\,\sigma^3}{N},\qquad h_*=3.4908\,\sigma N^{-1/3}.$$

The condition $h_*^3R(f')=6/N$ also fixes the balance between the errors:

$$\frac{h_*^2}{12}R(f')=\frac{1}{12h_*}\,\frac6N=\frac{1}{2Nh_*}.$$

At the optimum the noise term $1/(Nh_*)$ is twice the squared bias. The errors are not equal because they change with $h$ at different rates: one falls as $h^{-1}$, the other rises as $h^2$. What balances is the gain and loss from a small change of width.

The least error is

$$\mathrm{MISE}_{\min}\approx\frac{3}{2Nh_*}-\frac{R(f)}{N}.$$

For another width $h=ch_*$,

$$A(ch_*)=\frac{1}{Nh_*}\Big(\frac1c+\frac{c^2}{2}\Big)=A(h_*)\,\frac{2/c+c^2}{3}.$$

Halving the width multiplies $A$ by $4.25/3=1.417$; doubling it multiplies $A$ by $5/3=1.667$. For a given factor of two, too wide is worse than too narrow.

## 7. The numbers for 10 000 ions

With $N^{1/3}=21.54$,

$$h_*=\frac{3.4908\times70\ \text{nm}}{21.54}=11.34\ \text{nm}=0.162\,\sigma .$$

The noise term $1/(Nh_*)$ is $8.817\times10^{-6}$ 1/nm. The squared bias, computed from the bin probabilities, is $4.403\times10^{-6}$ 1/nm. Their ratio is 2.003, against the leading-order value 2.

The constant $R(f)/N$ is $4.03\times10^{-7}$ 1/nm. Subtracting it leaves a total error of $1.282\times10^{-5}$ 1/nm. Compared with $R(f)=4.030\times10^{-3}$ 1/nm, this is a relative root-mean-square error of

$$\sqrt{\frac{1.282\times10^{-5}}{4.030\times10^{-3}}}=5.6\ \%.$$

The three widths can also be tested on simulated ions. The table gives the MISE in units of $10^{-5}$ 1/nm, averaged over 600 runs of 10 000 ions. Each run was binned in all three ways and compared with $f$ inside every bin. The uncertainty is one standard error.

| $h/h_*$ | simulated | from bin probabilities |
|---|---|---|
| 0.5 | 1.837 ± 0.015 | 1.833 |
| 1 | 1.278 ± 0.010 | 1.282 |
| 2 | 2.147 ± 0.007 | 2.155 |

The calculated ratios, 1.430 and 1.681, slightly exceed 1.417 and 1.667. The main reason is the constant $-R(f)/N$: it lowers all three errors by nearly the same amount, which raises their ratios. Alone it would give 1.430 and 1.688; the $h^4$ term of the bias, derived in section 8, brings the second back to 1.681.

Because $h_*\propto N^{-1/3}$, the least MISE falls as $1/(Nh_*)\propto N^{-2/3}$, and the root-mean-square error falls as $N^{-1/3}$. This is slower than the $N^{-1/2}$ of a count in a bin of fixed width, since some of the new ions are spent on finer resolution. A hundred times more ions should reduce the error by about $100^{1/3}=4.6$. The calculated values are 5.64 % for $10^4$ ions and 1.23 % for $10^6$.

## 8. Finite N and the limits of the rule

The next correction follows from the sum $S$. The product $p_k^2$ is the probability that two independent ions both land in bin $k$, so $\sum_kp_k^2$ is the probability that they share a bin. Let their depths differ by $u$. If the grid origin is placed at random, they share a bin with probability $1-|u|/h$ for $|u|<h$, and otherwise with probability zero.

The difference of two independent Gaussian depths is Gaussian, with zero mean and variance $2\sigma^2$. Its density is

$$\frac{1}{2\sqrt\pi\,\sigma}e^{-u^2/4\sigma^2}=R(f)\,e^{-u^2/4\sigma^2}.$$

Averaged over the grid origin,

$$\bar S=\frac{R(f)}{h}\int_{-h}^{h}\Big(1-\frac{|u|}{h}\Big)e^{-u^2/4\sigma^2}du .$$

Expand the exponential as $1-u^2/4\sigma^2+u^4/32\sigma^4-\dots$ and use

$$\frac1h\int_{-h}^{h}\Big(1-\frac{|u|}{h}\Big)u^{2m}du=2h^{2m}\Big(\frac{1}{2m+1}-\frac{1}{2m+2}\Big),$$

which equals $1$, $h^2/6$ and $h^4/15$ for $m=0,1,2$. The averaged squared bias is then

$$\bar B=R(f)-\bar S=R(f)\Big[\frac{h^2}{24\sigma^2}-\frac{h^4}{480\sigma^4}+\dots\Big].$$

The first term agrees with section 4, because $R(f)/(24\sigma^2)=R(f')/12$.

The total error is $1/(Nh)-\bar S/N+\bar B$. With $\bar S=R(f)-\bar B$ it becomes

$$\frac{1}{Nh}-\frac{R(f)}{N}+\Big(1+\frac1N\Big)\bar B .$$

Setting the derivative to zero gives

$$\frac{1}{Nh^2}=\Big(1+\frac1N\Big)R(f)\Big[\frac{h}{12\sigma^2}-\frac{h^3}{120\sigma^4}\Big].$$

Multiply by $12\sigma^2h^2/R(f)$. The left side becomes $12\sigma^2/[NR(f)]=24\sqrt\pi\,\sigma^3/N=h_*^3$, so

$$h_*^3=\Big(1+\frac1N\Big)h^3\Big(1-\frac{h^2}{10\sigma^2}\Big).$$

Taking the cube root and keeping first corrections,

$$h_{\rm opt}\approx h_*\Big(1+\frac{h_*^2}{30\sigma^2}-\frac{1}{3N}\Big).$$

This can be compared with a numerical minimization of the error computed from the bin probabilities, on a grid whose origin is fixed at the surface. The coefficient $h_{\rm opt}N^{1/3}/\sigma$ comes out as follows.

| $N$ | numerical | corrected formula |
|---|---|---|
| $10^2$ | 3.5470 | 3.5450 |
| $10^3$ | 3.5039 | 3.5038 |
| $10^4$ | 3.4938 | 3.4938 |
| $10^6$ | 3.4910 | 3.4910 |

Even for 100 ions the simple coefficient 3.4908 is less than 2 % too small.

For very wide bins the expansion fails. Since $\sum_kp_k^2\le1$, we have $S\le1/h$, so $S$ tends to zero and the squared bias levels off at $R(f)$ instead of growing as $h^2$. The histogram has then become so low and broad that its error is the whole profile. In the opposite limit, $h\to0$, the noise $1/(Nh)$ grows without bound.

## 9. A different question gives a different power

Suppose that the histogram is read at the bin centres alone. The error measure becomes $\sum_k h\,E[(\hat f-f)^2]$ at $x=c_k$. The slope term of the bias vanishes at $t=0$, leaving $h^2f''/24$, and the squared bias sums to $h^4R(f'')/576$.

For the Gaussian, $f''=(u^2/\sigma^2-1)f/\sigma^2$. With the further integral $\int u^4e^{-u^2/\sigma^2}du=\tfrac34\sqrt\pi\,\sigma^5$,

$$R(f'')=\frac{\sqrt\pi\,\sigma}{2\pi\sigma^6}\Big(\frac34-2\cdot\frac12+1\Big)=\frac{3}{8\sqrt\pi\,\sigma^5}.$$

Minimizing $1/(Nh)+h^4R(f'')/576$ requires $1/(Nh^2)=h^3R(f'')/144$, hence

$$h^5=\frac{144}{N\,R(f'')}=\frac{384\sqrt\pi\,\sigma^5}{N},\qquad h=3.686\,\sigma N^{-1/5}.$$

For 10 000 ions this is 40.9 nm; numerical minimization gives 41.1 nm. The bins are 3.6 times as wide as before because the largest part of the bias no longer counts. The cube-root rule therefore belongs to a histogram used as a staircase at every depth.

## 10. Reading the implant example

**Peak and flank.** The bin at the peak expects $Nf(R_p)h_*=646$ ions, with relative noise $1/\sqrt{646}=3.9$ %. The 600 runs gave 3.6 %. The binomial factor $\sqrt{1-p}$, with $p=0.065$, lowers the expected value to 3.8 %. The remaining difference is about two standard errors of a spread estimated from 600 runs.

One standard deviation from the peak, the expected count is $646\,e^{-1/2}=392$ and the noise is $1/\sqrt{392}=5.1$ %, or 4.95 % with the binomial factor. There $|f'|=f/\sigma$, so the root-mean-square bias within the bin, relative to the local density, is $h_*/(\sqrt{12}\,\sigma)=4.7$ %. At the peak the slope vanishes and noise dominates. The two-to-one balance of section 6 applies to the whole profile, not to each depth.

**Dilute tail.** For a dose of $10^{14}$ cm⁻² the concentration is dose times $f$, with a peak of $5.7\times10^{18}$ cm⁻³. One ion in a bin stands for

$$\frac{10^{14}\ \text{cm}^{-2}}{10^4\times1.134\times10^{-6}\ \text{cm}}=8.8\times10^{15}\ \text{cm}^{-3}.$$

The Gaussian meets a background doping of $10^{16}$ cm⁻³ at 549 nm, where $Nfh_*=1.13$ ions (a bin centred there expects 1.15, because the profile curves upward). The relative noise there is about $1/\sqrt{1.13}=94$ %, so this histogram locates the junction, the depth where implanted and opposite background doping are equal, only roughly. The steepness of the profile limits the damage: the density there falls by a factor $e$ in about $\sigma^2/(249\ \text{nm})=20$ nm. The MISE adds absolute squared errors, to which the tail contributes little. At the same width, 100 expected ions at that depth would require nearly 90 times as many histories.

**Comparison with a real implant.** The mean depth and spread are rough values typical of boron in silicon near 100 keV. Real boron profiles at such energies are skewed towards the surface, and in crystalline silicon some ions are channelled to greater depth. Both effects move the junction, so the depth of 549 nm found above belongs to the Gaussian model and is not a prediction for a real implant. For other shapes the rule of section 6 still reads $h=[6/(NR(f'))]^{1/3}$, provided that $f$ is smooth. A real profile stops at the surface; where the density there is appreciable, the rule holds only if a bin edge lies on the surface, because a jump inside a bin adds a squared bias of order $h$. Two illustrative shapes show the size of the effect at 10 000 ions:

- A mirrored gamma density with the same mean and spread, and skewness −0.8, has a numerical optimum of 10.1 nm. Using the Gaussian rule, 11.3 nm, raises the MISE by 1.3 %. This shape has no ions deeper than 475 nm, so it illustrates skewness but not the deep flank of a real implant.
- In the second shape, 15 % of the ions form a Gaussian tail with mean 450 nm and spread 120 nm. The overall standard deviation rises to 95.9 nm, and the Gaussian rule gives 15.5 nm. The numerical optimum is 12.7 nm, and the MISE penalty is 4.6 %.

The second case shows the weakness of using the overall standard deviation. The tail inflates $\sigma$ but adds little slope. If the core alone supplied the slope, $R(f')$ would be $0.85^2$ times its original value, and the width would be $11.34\times0.85^{-2/3}=12.6$ nm, close to the optimum found.

The part of the profile beyond the surface is about $9\times10^{-6}$ for the Gaussian and $9\times10^{-4}$ for the skewed shape, or roughly 0.1 and 9 ions out of 10 000.

**After annealing.** Diffusion adds an independent Gaussian displacement of variance $2Dt$, so the variances add. A rough constant diffusivity $D=10^{-14}$ cm²/s acting for 1800 s gives $\sqrt{2Dt}=60$ nm, and

$$\sigma_{\rm annealed}=\sqrt{70^2+60^2}\ \text{nm}=92.2\ \text{nm}.$$

A histogram of the annealed positions should then use 14.9 nm bins. The estimate ignores the surface, beyond which the broadened Gaussian has a share of $6\times10^{-4}$. It also takes $D$ as constant. Implantation damage can speed up boron diffusion, and the profile and its best bin width would then be wider than stated here.

## Table of computed values

```
Mean depth 300 nm, sigma 70 nm, ions 10000
Dose 1.0e+14 cm^-2
R(f) = 4.0299e-03 1/nm, R(f') = 4.1122e-07 1/nm^3
Coefficient (24 sqrt(pi))^(1/3) = 3.4908
Optimal width by the rule = 11.34 nm = 0.1620 sigma
Numerical optimum, h N^(1/3)/sigma, and relative rms error:
  N=100: 3.5470 (corrected rule 3.5450), error 24.55 %
  N=1000: 3.5039 (corrected rule 3.5038), error 11.92 %
  N=10000: 3.4938 (corrected rule 3.4938), error 5.64 %
  N=1000000: 3.4910 (corrected rule 3.4910), error 1.23 %
Integrated variance at rule width = 8.4142e-06 1/nm
Leading variance 1/(N h) = 8.8167e-06 1/nm
Integrated squared bias = 4.4026e-06 1/nm
Ratio 1/(N h) to squared bias = 2.0026
MISE for width c times the rule (600 simulated runs):
  c=0.5: simulated 1.837e-05 +/- 1.5e-07, exact 1.833e-05 1/nm
    exact ratio to c=1: 1.430, leading formula 1.417
  c=1.0: simulated 1.278e-05 +/- 1.0e-07, exact 1.282e-05 1/nm
    exact ratio to c=1: 1.000, leading formula 1.000
  c=2.0: simulated 2.147e-05 +/- 6.8e-08, exact 2.155e-05 1/nm
    exact ratio to c=1: 1.681, leading formula 1.667
Peak bin: 646 ions, noise 3.93 % (simulated 3.59 %)
At Rp+sigma: noise 5.05 %, rms bias 4.68 % of local density
Peak concentration 5.70e+18 cm^-3
One ion in a bin represents 8.82e+15 cm^-3
Background 1.0e+16 cm^-3 met at 549 nm, expected count 1.13
Bin-centre criterion: coefficient 3.6862, power -1/5
  N=10000: rule 40.90 nm, numerical 41.12 nm
  N=1000000: rule 16.28 nm, numerical 16.30 nm
Skew model: skewness -0.8; tail model: share 0.15, mean 450 nm, sigma 120 nm
Skewed: std 70.0 nm, Gaussian rule 11.34 nm
  general rule 10.13 nm, numerical 10.15 nm, excess MISE 1.33 %
With tail: std 95.9 nm, Gaussian rule 15.54 nm
  general rule 12.66 nm, numerical 12.68 nm, excess MISE 4.58 %
Share beyond surface: Gaussian 9.1e-06, skewed 9.3e-04
Anneal: D 1.0e-14 cm^2/s, time 1800 s, diffusion spread 60.0 nm
  annealed sigma 92.2 nm, rule width 14.94 nm
  share beyond surface 5.7e-04
```
